# The Nonadiabatic Marcus Rate from a Gaussian Energy Gap: test program

```python
"""Nonadiabatic Marcus rate, tested against independent calculations.

Result under test:
  k = 2 pi H^2 / (hbar sqrt(4 pi lam kT)) * exp(-(dG + lam)^2 / (4 lam kT))
with its maximum at dG = -lam and the inverted region at dG < -lam.
  H    diabatic coupling (eV)       lam  reorganization energy (eV)
  dG   free energy of acceptor state minus donor state (eV)
  gap  acceptor energy minus donor energy at fixed nuclei (eV)
The microscopic model has two classical coordinates and harmonic surfaces.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

HBAR = constants.hbar / constants.e      # eV s
KB = constants.k / constants.e           # eV / K
TEMP = 300.0                             # K
KT = KB * TEMP                           # eV
LAM = 0.8                                # eV
H = 0.001                                # eV
FORCE_1, FORCE_2 = 1.0, 0.4              # eV, coordinates are dimensionless
SHARE_1 = 0.625                          # part of lam carried by coordinate 1


def marcus_rate(dg, lam=LAM, kt=KT):
    prefactor = 2 * np.pi * H**2 / (HBAR * np.sqrt(4 * np.pi * lam * kt))
    return prefactor * np.exp(-(dg + lam)**2 / (4 * lam * kt))


def surfaces(q1, q2, offset, lam=LAM, stiffening=1.0):
    """Donor and acceptor energies; offset = difference of the minima."""
    d1 = np.sqrt(2 * SHARE_1 * lam / FORCE_1)
    d2 = np.sqrt(2 * (1 - SHARE_1) * lam / FORCE_2)
    donor = 0.5 * FORCE_1 * q1**2 + 0.5 * FORCE_2 * q2**2
    acceptor = offset + stiffening * (0.5 * FORCE_1 * (q1 - d1)**2
                                      + 0.5 * FORCE_2 * (q2 - d2)**2)
    return donor, acceptor


AXIS_1 = np.linspace(-2.5, 3.5, 401)
AXIS_2 = np.linspace(-4.0, 5.0, 401)
GRID_1, GRID_2 = np.meshgrid(AXIS_1, AXIS_2, indexing="ij")
CELL = (AXIS_1[1] - AXIS_1[0]) * (AXIS_2[1] - AXIS_2[0])


def gap_statistics(offset, stiffening=1.0):
    """dG, then mean and variance of the gap in donor and acceptor ensembles."""
    energies = surfaces(GRID_1, GRID_2, offset, LAM, stiffening)
    gap = energies[1] - energies[0]
    partition, moments = [], []
    for energy in energies:
        weight = np.exp(-energy / KT)
        z = weight.sum()
        mean = (weight * gap).sum() / z
        moments += [mean, (weight * (gap - mean)**2).sum() / z]
        partition.append(z)
    return [-KT * np.log(partition[1] / partition[0])] + moments


def seam_density(offset, lam=LAM, kt=KT, state=0, gap=0.0):
    """Probability density of a gap value: integral along the line gap = const."""
    z = np.exp(-surfaces(GRID_1, GRID_2, offset, lam)[state] / kt).sum() * CELL
    q2 = np.linspace(-6.0, 7.0, 4001)
    low = surfaces(0.0, q2, offset, lam)
    high = surfaces(1.0, q2, offset, lam)
    gap_0 = low[1] - low[0]
    slope = (high[1] - high[0]) - gap_0          # gap is linear in q1
    q1 = (gap - gap_0) / slope
    weight = np.exp(-surfaces(q1, q2, offset, lam)[state] / kt) / np.abs(slope)
    return weight.sum() * (q2[1] - q2[0]) / z


def seam_rate(offset, **kw):
    return 2 * np.pi / HBAR * H**2 * seam_density(offset, **kw)


# Gap statistics: means dG +- lam, equal variances 2 lam kT, lam = relaxation
DG = -0.3
dg_num, mean_d, var_d, mean_a, var_a = gap_statistics(DG)
d_min = surfaces(0.0, 0.0, DG)[1]
a_min = surfaces(GRID_1, GRID_2, DG)[1].min()    # grid minimum, slightly high
assert abs(d_min - a_min - LAM) < 1e-3           # limited by grid spacing
assert abs(dg_num - DG) < 1e-8
assert abs(mean_d - (DG + LAM)) < 1e-8 and abs(mean_a - (DG - LAM)) < 1e-8
assert abs(var_d / (2 * LAM * KT) - 1) < 1e-8
assert abs(var_a / (2 * LAM * KT) - 1) < 1e-8
sigma = np.sqrt(var_d)

# Ratio of the two gap distributions
for gap_value in (-0.4, 0.0, 0.3):
    ratio = (seam_density(DG, state=1, gap=gap_value)
             / seam_density(DG, state=0, gap=gap_value))
    assert abs(ratio / np.exp(-(gap_value - dg_num) / KT) - 1) < 1e-7

# Unequal curvatures: one lam no longer describes both ensembles
uneq = gap_statistics(DG, stiffening=1.2)
lam_from_d, lam_from_a = uneq[2] / (2 * KT), uneq[4] / (2 * KT)
assert abs(lam_from_d - lam_from_a) > 0.1

# Rate formula against the seam integral, and detailed balance
drives = (0.0, -0.3, -0.8, -1.3, -1.6)
for dg in drives:
    assert abs(seam_rate(dg) / marcus_rate(dg) - 1) < 1e-7
back_rate = seam_rate(DG, state=1)
assert abs(seam_rate(DG) / back_rate / np.exp(-DG / KT) - 1) < 1e-7

# Location of the maxima, slope and temperature dependence
best_dg = minimize_scalar(lambda x: -np.log(seam_rate(x)), method="bounded",
                          bounds=(-1.2, -0.5), options={"xatol": 1e-9}).x
assert abs(best_dg + LAM) < 1e-5
best_lam = minimize_scalar(lambda x: -np.log(seam_rate(-0.8, lam=x)),
                           method="bounded", bounds=(0.5, 1.1),
                           options={"xatol": 1e-9}).x
assert abs(best_lam - (np.sqrt(0.8**2 + KT**2) - KT)) < 1e-5
slopes = []
for dg in (-0.3, -1.3):
    step = 1e-4
    slope_num = np.log(seam_rate(dg + step) / seam_rate(dg - step)) / (2 * step)
    assert abs(slope_num + (dg + LAM) / (2 * LAM * KT)) < 1e-4
    slopes.append(slope_num)
activation = []
for dg in (-0.3, -0.8):
    h = 1e-3
    e_act = KT * np.log(seam_rate(dg, kt=KT * (1 + h))
                        / seam_rate(dg, kt=KT * (1 - h))) / (2 * h)
    assert abs(e_act - ((dg + LAM)**2 / (4 * LAM) - KT / 2)) < 1e-5
    activation.append(e_act)


def two_state(gaps):
    """Eigenvalues and eigenvectors of [[0, H], [H, gap]] for many gaps."""
    matrix = np.zeros((len(gaps), 2, 2))
    matrix[:, 0, 1] = matrix[:, 1, 0] = H
    matrix[:, 1, 1] = gaps
    return np.linalg.eigh(matrix)


# Golden rule: full two-state dynamics averaged over static Gaussian gaps
gaps = np.linspace(mean_d - 10 * sigma, mean_d + 10 * sigma, 40001)
p_gap = np.exp(-(gaps - mean_d)**2 / (2 * var_d))
p_gap /= p_gap.sum()
levels, vectors = two_state(gaps)


def transferred(time):
    phases = np.exp(-1j * levels * time / HBAR)
    amplitude = (vectors[:, 1, :] * vectors[:, 0, :] * phases).sum(axis=1)
    return (p_gap * np.abs(amplitude)**2).sum()


T1, T2 = 30e-15, 50e-15
dynamic_rate = (transferred(T2) - transferred(T1)) / (T2 - T1)
# static gaps saturate slowly: correction of order (H t / hbar)^2, below 1 %
assert abs(dynamic_rate / marcus_rate(DG) - 1) < 0.01

# One passage through zero gap at the mean thermal speed of the gap
omega = 0.1 * KT / HBAR
v_axis = np.linspace(-10, 10, 20001) * omega * sigma
v_weight = np.exp(-v_axis**2 / (2 * (omega * sigma)**2))
speed = (np.abs(v_axis) * v_weight).sum() / v_weight.sum()
assert abs(speed / (omega * sigma * np.sqrt(2 / np.pi)) - 1) < 1e-5
steps = 20000
dt = 1.0 / speed / steps                         # sweep from -0.5 to +0.5 eV
mid_gaps = -0.5 + (np.arange(steps) + 0.5) / steps
levels_s, vectors_s = two_state(mid_gaps)
props = np.einsum("nij,nj,nkj->nik", vectors_s,
                  np.exp(-1j * levels_s * dt / HBAR), vectors_s)
ends = two_state(np.array([-0.5, 0.5]))[1]
psi = ends[0, :, 1].astype(complex)              # donor-like upper state
for prop in props:
    psi = prop @ psi
passage = abs(ends[1, :, 1] @ psi)**2            # acceptor-like upper state
passage_formula = 2 * np.pi * H**2 / (HBAR * speed)
# weak-coupling formula omits a relative correction of about half of itself
assert abs(passage / passage_formula - 1) < 0.02


# Quantum harmonic nuclei: golden rule as a time integral
def quantum_rate(dg, quantum):
    """quantum = hbar*omega_c; lam is spread as w exp(-w/omega_c)/omega_c^2."""
    nodes, weights = np.polynomial.legendre.leggauss(300)
    x = 20 * (nodes + 1)
    w = 20 * weights * np.exp(-x)
    time = np.linspace(-15, 15, 3001) * HBAR / sigma
    phase = np.outer(time * quantum / HBAR, x)
    damping = (2 * np.sin(phase / 2)**2) @ (w / np.tanh(x * quantum / (2 * KT)))
    shift = np.sin(phase) @ w
    integrand = np.exp(-1j * dg * time / HBAR
                       - LAM / quantum * (damping + 1j * shift))
    return H**2 / HBAR**2 * integrand.real.sum() * (time[1] - time[0])


quantum_table = []
for dg in (-0.3, -0.8, -1.3):
    r = [quantum_rate(dg, f * KT) / marcus_rate(dg) for f in (0.05, 0.1, 1.0)]
    assert abs(r[0] - 1) < 0.02
    assert 3.0 < np.log(r[1]) / np.log(r[0]) < 5.0   # error falls as square
    quantum_table.append((dg, r))
assert quantum_table[2][1][2] > quantum_table[0][1][2]
assert quantum_table[2][1][2] > 1.5

print(f"temperature = {TEMP:.0f} K, kT = {KT:.6f} eV")
print(f"hbar = {HBAR:.6e} eV s")
print(f"lam = {LAM:.3f} eV, H = {H:.4f} eV")
print(f"gap standard deviation sigma = {sigma:.5f} eV")
print(f"gap variance = {var_d:.6f} eV^2")
print(f"dG = {DG} eV: mean gap in D = {mean_d:.4f} eV, in A = {mean_a:.4f} eV")
print(f"dephasing time hbar/sigma = {HBAR / sigma * 1e15:.3f} fs")
print(f"sqrt(4 pi lam kT) = {np.sqrt(4 * np.pi * LAM * KT):.5f} eV")
print(f"prefactor = {marcus_rate(-LAM):.4e} s^-1")
for dg in drives:
    barrier = (dg + LAM)**2 / (4 * LAM)
    print(f"dG = {dg:5.2f} eV: barrier = {barrier:.5f} eV, "
          f"exp factor = {np.exp(-barrier / KT):.4e}, "
          f"k = {marcus_rate(dg):.4e} s^-1, seam k = {seam_rate(dg):.4e} s^-1")
print(f"reverse rate at dG = {DG} eV: {back_rate:.4e} s^-1")
print(f"numerical maximum over dG: {best_dg:.5f} eV")
print(f"numerical maximum over lam at dG = -0.8 eV: {best_lam:.5f} eV")
print(f"d ln k / d dG at -0.3 eV: {slopes[0]:.3f}, at -1.3 eV: "
      f"{slopes[1]:.3f} eV^-1")
print(f"apparent activation energy at -0.3 eV: {activation[0]:.5f} eV, "
      f"at -0.8 eV: {activation[1]:.5f} eV")
print(f"two-state dynamics, static gaps, {T1 * 1e15:.0f} to {T2 * 1e15:.0f} fs, "
      f"dG = {DG} eV: k = {dynamic_rate:.4e} s^-1")
print(f"nuclear time 1/omega for hbar omega = 0.1 kT: {1e15 / omega:.1f} fs")
print(f"mean gap speed = {speed * 1e-15:.4e} eV/fs")
print(f"passage probability: propagated {passage:.5f}, "
      f"weak-coupling formula {passage_formula:.5f}")
print(f"acceptor 1.2 times stiffer: var/(2kT) in D = {lam_from_d:.4f} eV, "
      f"in A = {lam_from_a:.4f} eV")
print("quantum/classical rate for hbar omega_c = 0.05, 0.1, 1 kT:")
for dg, r in quantum_table:
    print(f"  dG = {dg:5.2f} eV: {r[0]:.5f}, {r[1]:.5f}, {r[2]:.4f}")
print("tests ok")
```

Running it gives:

```
temperature = 300 K, kT = 0.025852 eV
hbar = 6.582120e-16 eV s
lam = 0.800 eV, H = 0.0010 eV
gap standard deviation sigma = 0.20338 eV
gap variance = 0.041363 eV^2
dG = -0.3 eV: mean gap in D = 0.5000 eV, in A = -1.1000 eV
dephasing time hbar/sigma = 3.236 fs
sqrt(4 pi lam kT) = 0.50980 eV
prefactor = 1.8725e+10 s^-1
dG =  0.00 eV: barrier = 0.20000 eV, exp factor = 4.3666e-04, k = 8.1765e+06 s^-1, seam k = 8.1765e+06 s^-1
dG = -0.30 eV: barrier = 0.07812 eV, exp factor = 4.8703e-02, k = 9.1196e+08 s^-1, seam k = 9.1196e+08 s^-1
dG = -0.80 eV: barrier = 0.00000 eV, exp factor = 1.0000e+00, k = 1.8725e+10 s^-1, seam k = 1.8725e+10 s^-1
dG = -1.30 eV: barrier = 0.07812 eV, exp factor = 4.8703e-02, k = 9.1196e+08 s^-1, seam k = 9.1196e+08 s^-1
dG = -1.60 eV: barrier = 0.20000 eV, exp factor = 4.3666e-04, k = 8.1765e+06 s^-1, seam k = 8.1765e+06 s^-1
reverse rate at dG = -0.3 eV: 8.3214e+03 s^-1
numerical maximum over dG: -0.80000 eV
numerical maximum over lam at dG = -0.8 eV: 0.77457 eV
d ln k / d dG at -0.3 eV: -12.088, at -1.3 eV: 12.088 eV^-1
apparent activation energy at -0.3 eV: 0.06520 eV, at -0.8 eV: -0.01293 eV
two-state dynamics, static gaps, 30 to 50 fs, dG = -0.3 eV: k = 9.0841e+08 s^-1
nuclear time 1/omega for hbar omega = 0.1 kT: 254.6 fs
mean gap speed = 6.3735e-04 eV/fs
passage probability: propagated 0.01487, weak-coupling formula 0.01498
acceptor 1.2 times stiffer: var/(2kT) in D = 1.1525 eV, in A = 0.6670 eV
quantum/classical rate for hbar omega_c = 0.05, 0.1, 1 kT:
  dG = -0.30 eV: 1.00200, 1.00797, 1.7306
  dG = -0.80 eV: 0.99941, 0.99764, 0.8458
  dG = -1.30 eV: 1.00437, 1.01741, 2.1638
tests ok
```
